# Dawson-Function Partner of a Gaussian Absorption Line and Lorentzian Substitution Errors: a program that tests the result

```python
# Result under test: the absorption line
#   eps2(w) = A [exp(-(w-w0)^2/(2 s^2)) - exp(-(w+w0)^2/(2 s^2))]
# has the causal partner
#   eps1(w) = 1 + (2A/sqrt(pi)) [D((w+w0)/(sqrt(2)s)) - D((w-w0)/(sqrt(2)s))],
# D = Dawson function, w0 = line centre, s = standard deviation, A = height.
# A Lorentzian eps1 (height AL, half-width gamma) used in its place is wrong
# by an amount that is computed here. Convention exp(-i w t); hartree units.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize
from scipy.special import dawsn, erfcx

hartree_ev = physical_constants["Hartree energy in eV"][0]
w0, s, A = 0.2, 0.01, 4.0
gamma = s * np.sqrt(2 * np.log(2))
heights = {"equal peak": A, "equal strength": A / np.sqrt(np.pi * np.log(2))}
root2, rootpi = np.sqrt(2), np.sqrt(np.pi)


def eps2_gauss(w):
    return A * (np.exp(-(w - w0)**2 / (2 * s**2))
                - np.exp(-(w + w0)**2 / (2 * s**2)))


def eps1_gauss(w):
    return 1 + 2 * A / rootpi * (dawsn((w + w0) / (root2 * s))
                                 - dawsn((w - w0) / (root2 * s)))


def eps2_lorentz(w, AL):
    return AL * gamma**2 * (1 / ((w - w0)**2 + gamma**2)
                            - 1 / ((w + w0)**2 + gamma**2))


def eps1_lorentz(w, AL):
    return 1 + AL * gamma * ((w + w0) / ((w + w0)**2 + gamma**2)
                             - (w - w0) / ((w - w0)**2 + gamma**2))


def principal_value(f, w, step, reach):
    """(1/pi) P int f(x)/(x-w) dx, from points placed evenly about the pole."""
    d = (np.arange(int(reach / step)) + 0.5) * step
    return step * np.sum((f(w + d) - f(w - d)) / d) / np.pi


def integral(f, step):
    return step * (np.sum(f) - 0.5 * (f[0] + f[-1]))


# Kramers-Kronig integrals against the closed forms
table_w = np.array([0, 0.10, 0.15, 0.18, 0.19, 0.20, 0.21, 0.22, 0.25, 0.30])
for w in table_w:
    kk = 1 + principal_value(eps2_gauss, w, s / 10, 2.0)
    assert abs(kk - eps1_gauss(w)) < 1e-9
    for AL in heights.values():
        kk = 1 + principal_value(lambda x: eps2_lorentz(x, AL), w, s / 10, 20)
        assert abs(kk - eps1_lorentz(w, AL)) < 1e-6  # cut tail of integral

# Time-domain responses, transformed numerically
B = 2 * A * s * np.sqrt(2 / np.pi)
t = np.linspace(0, 1600, 32001)
chi_gauss = B * np.exp(-s**2 * t**2 / 2) * np.sin(w0 * t)
for w in table_w:
    transform = simpson(chi_gauss * np.exp(1j * w * t), x=t)
    assert abs(transform - (eps1_gauss(w) - 1 + 1j * eps2_gauss(w))) < 1e-5
AL = heights["equal strength"]
chi_lorentz = 2 * AL * gamma * np.exp(-gamma * t) * np.sin(w0 * t)
for w in table_w:
    transform = simpson(chi_lorentz * np.exp(1j * w * t), x=t)
    closed = eps1_lorentz(w, AL) - 1 + 1j * eps2_lorentz(w, AL)
    oscillator = 2 * AL * gamma * w0 / (w0**2 + gamma**2 - w**2
                                        - 2j * gamma * w)
    assert abs(transform - closed) < 1e-5
    assert abs(transform - oscillator) < 1e-5

# Oscillator strength; the Lorentzian integral loses a tail beyond w = 20
step = s / 20
grid = np.arange(0, 20 + step / 2, step)
strength = np.pi * B * w0 / 2
assert abs(integral(grid * eps2_gauss(grid), step) / strength - 1) < 1e-8
assert abs(integral(grid * eps2_lorentz(grid, AL), step) / strength - 1) < 2e-3

# Wings: static and high-frequency limits from direct integrals
static_true = principal_value(eps2_gauss, 0.0, s / 10, 2.0)
static_strength = principal_value(lambda x: eps2_lorentz(x, AL), 0.0,
                                  s / 10, 20)
deficit = 1 - static_strength / static_true
deficit_leading = (1 + 2 * np.log(2)) * (s / w0)**2
assert abs(deficit - deficit_leading) < 5e-5  # next order in (s/w0)^2
far = 2.0
far_true = principal_value(eps2_gauss, far, s / 10, 4.0)
assert abs(far_true / (-B * w0 / far**2) - 1) < 0.02  # order (w0/far)^2
wing_factor = np.sqrt(np.pi * np.log(2))
far_peak = eps1_lorentz(far, A) - 1
assert abs(far_peak / far_true / wing_factor - 1) < 0.005

# Isolated line: slope and extrema, detuning in units of s, height 1
u_ext = brentq(lambda u: 1 - 2 * u * dawsn(u), 0.5, 1.5)
x_ext, height_ext = root2 * u_ext, 2 / rootpi * dawsn(u_ext)


def bare(x):
    return np.exp(-x**2 / 2)


detuning = np.arange(0, 4.001, 0.01)
hilbert = np.array([principal_value(bare, x, 0.1, 16) for x in detuning])
lowest = np.argmin(hilbert)
assert abs(detuning[lowest] - x_ext) < 0.011  # grid spacing
assert abs(-hilbert[lowest] - height_ext) < 1e-4
slope_gauss = -np.sqrt(2 / np.pi)
slope_numeric = principal_value(bare, 1e-3, 0.1, 16) / 1e-3
assert abs(slope_numeric - slope_gauss) < 1e-5

# Isolated line: relative rms error, formula against quadrature of eps1
points = 4000
theta = -np.pi / 2 + (np.arange(points) + 0.5) * np.pi / points
x_line = np.tan(theta)
weight = np.pi / points / np.cos(theta)**2
true_line = -2 / rootpi * dawsn(x_line / root2)
norm_line = np.sum(weight * true_line**2)


def rms_numeric(r, width, shift=0.0):
    y = x_line - shift
    trial = -r * width * y / (y**2 + width**2)
    return np.sqrt(np.sum(weight * (trial - true_line)**2) / norm_line)


def rms_formula(r, width):
    return np.sqrt(1 + r**2 * rootpi * width / 2
                   - 2 * r * rootpi * width * erfcx(width / root2))


rms_isolated, rms_pair, largest, where = {}, {}, {}, {}
for name, AL in heights.items():
    rms_isolated[name] = rms_formula(AL / A, gamma / s)
    assert abs(rms_isolated[name] - rms_numeric(AL / A, gamma / s)) < 1e-6
    # Full odd line: the errors of eps1 and eps2 have the same square norm
    error1 = eps1_lorentz(grid, AL) - eps1_gauss(grid)
    error2 = eps2_lorentz(grid, AL) - eps2_gauss(grid)
    norm1, norm2 = integral(error1**2, step), integral(error2**2, step)
    assert abs(norm1 / norm2 - 1) < 1e-5
    rms_pair[name] = np.sqrt(norm1 / integral((eps1_gauss(grid) - 1)**2, step))
    # overlap with the mirror line at -w0 is of order (gamma/w0)^2
    assert abs(rms_pair[name] - rms_isolated[name]) < 0.01
    index = np.argmax(abs(error1))
    largest[name], where[name] = error1[index], grid[index]

# Best single Lorentzian; the numerical search also varies its centre
g_best = brentq(lambda g: (1 + 4 * g**2) * erfcx(g) - 4 * g / rootpi, 0.3, 1.5)
width_best, r_best = root2 * g_best, 2 * erfcx(g_best)
rms_best = rms_formula(r_best, width_best)
search = minimize(lambda p: rms_numeric(p[0], abs(p[1]), p[2]),
                  [0.8, 1.3, 0.3], method="Nelder-Mead",
                  options={"xatol": 1e-6, "fatol": 1e-10, "maxiter": 2000})
assert abs(search.fun - rms_best) < 1e-6
assert abs(search.x[0] - r_best) < 1e-3
assert abs(abs(search.x[1]) - width_best) < 1e-3
assert abs(search.x[2]) < 1e-3

# Mixed pair: response before the impulse, by inverse Fourier transform
early = {}
for name, AL in heights.items():
    for time in (-30.0, -100.0, -170.0):
        signal = ((eps1_lorentz(grid, AL) - 1) * np.cos(grid * time)
                  + eps2_gauss(grid) * np.sin(grid * time))
        inverse = integral(signal, step) / np.pi
        age = abs(time)
        predicted = 0.5 * np.sin(w0 * age) * (
            2 * AL * gamma * np.exp(-gamma * age)
            - B * np.exp(-s**2 * age**2 / 2))
        assert abs(inverse - predicted) < 1e-5
        if time == -100.0:
            early[name] = inverse
causal_later = B * np.exp(-s**2 * 100**2 / 2) * np.sin(w0 * 100)


def reflectance(e1, e2):
    n = np.sqrt(e1 + 1j * e2)
    return abs((n - 1) / (n + 1))**2


print(f"line centre w0 = {w0:.3f} hartree = {w0 * hartree_ev:.3f} eV")
print(f"standard deviation s = {s:.3f} hartree = {s * hartree_ev:.4f} eV")
print(f"Gaussian height A = {A:.2f} (dimensionless)")
print(f"Lorentzian half-width gamma = {gamma:.6f} hartree")
print(f"gamma/s = {gamma / s:.5f}")
print(f"equal-strength height AL = {heights['equal strength']:.4f}")
print(f"AL/A for equal strength = {heights['equal strength'] / A:.4f}")
print(f"response amplitude B = {B:.6f} hartree")
print(f"B*w0 = {B * w0:.6f} hartree^2")
print("w (hartree), eps2, eps1 Dawson, eps1 equal peak, eps1 equal strength:")
for w in table_w:
    print(f"  {w:.2f} {eps2_gauss(w):8.4f} {eps1_gauss(w):8.4f}"
          f" {eps1_lorentz(w, A):8.4f}"
          f" {eps1_lorentz(w, heights['equal strength']):8.4f}")
print(f"far-wing factor for equal peak = {wing_factor:.4f}")
for name, AL in heights.items():
    change = (eps1_lorentz(0.0, AL) - 1) / (eps1_gauss(0.0) - 1) - 1
    print(f"{name}: error of static eps1-1 = {100 * change:.2f} %")
print(f"equal strength: leading-order deficit = {100 * deficit_leading:.2f} %")
print(f"isolated Gaussian: extremum at u = {u_ext:.4f}, D(u) = "
      f"{dawsn(u_ext):.4f}")
print(f"  detuning {x_ext:.4f} s, size {height_ext:.4f} A")
print(f"  central slope {slope_gauss:.4f} A/s")
for name, AL in heights.items():
    print(f"isolated Lorentzian, {name}: extremum size {AL / A / 2:.4f} A")
    print(f"  central slope {-AL / A * s / gamma:.4f} A/s")
    print(f"  extremum error {100 * (AL / A / 2 / height_ext - 1):.1f} %")
    print(f"  rms error, isolated line = {100 * rms_isolated[name]:.2f} %")
    print(f"  rms error, full odd line = {100 * rms_pair[name]:.2f} %")
    print(f"  largest eps1 error {largest[name]:.4f} at {where[name]:.4f}"
          " hartree")
    print(f"  mixed response at t = -100 a.u.: {early[name]:.6f} hartree")
print(f"causal response at t = +100 a.u.: {causal_later:.6f} hartree")
print(f"best Lorentzian: gamma = {width_best:.4f} s, AL = {r_best:.4f} A")
print(f"smallest possible rms error = {100 * rms_best:.2f} %")
w_probe = w0 + 2 * s
e2_probe = eps2_gauss(w_probe)
print(f"reflectance at {w_probe:.2f} hartree = {w_probe * hartree_ev:.3f} eV:")
print(f"  Dawson eps1: {100 * reflectance(eps1_gauss(w_probe), e2_probe):.1f} %")
for name, AL in heights.items():
    value = reflectance(eps1_lorentz(w_probe, AL), e2_probe)
    print(f"  {name} Lorentzian eps1: {100 * value:.1f} %")
print("finished without a failed check")
```

It prints:

```
line centre w0 = 0.200 hartree = 5.442 eV
standard deviation s = 0.010 hartree = 0.2721 eV
Gaussian height A = 4.00 (dimensionless)
Lorentzian half-width gamma = 0.011774 hartree
gamma/s = 1.17741
equal-strength height AL = 2.7106
AL/A for equal strength = 0.6777
response amplitude B = 0.063831 hartree
B*w0 = 0.012766 hartree^2
w (hartree), eps2, eps1 Dawson, eps1 equal peak, eps1 equal strength:
  0.00   0.0000   1.3200   1.4693   1.3181
  0.10   0.0000   1.4289   1.6213   1.4210
  0.15   0.0000   1.7591   2.0268   1.6959
  0.18   0.5413   3.1266   2.8726   2.2690
  0.19   2.4261   3.3950   3.0943   2.4192
  0.20   4.0000   1.0798   1.1176   1.0797
  0.21   2.4261  -1.2353  -0.8588  -0.2597
  0.22   0.5413  -0.9665  -0.6367  -0.1091
  0.25   0.0000   0.4031   0.2121   0.4661
  0.30   0.0000   0.7414   0.6296   0.7490
far-wing factor for equal peak = 1.4757
equal peak: error of static eps1-1 = 46.69 %
equal strength: error of static eps1-1 = -0.60 %
equal strength: leading-order deficit = 0.60 %
isolated Gaussian: extremum at u = 0.9241, D(u) = 0.5410
  detuning 1.3069 s, size 0.6105 A
  central slope -0.7979 A/s
isolated Lorentzian, equal peak: extremum size 0.5000 A
  central slope -0.8493 A/s
  extremum error -18.1 %
  rms error, isolated line = 21.93 %
  rms error, full odd line = 21.67 %
  largest eps1 error 0.4980 at 0.2140 hartree
  mixed response at t = -100 a.u.: -0.004426 hartree
isolated Lorentzian, equal strength: extremum size 0.3388 A
  central slope -0.5756 A/s
  extremum error -44.5 %
  rms error, isolated line = 35.64 %
  rms error, full odd line = 35.64 %
  largest eps1 error -1.0972 at 0.1865 hartree
  mixed response at t = -100 a.u.: -0.008696 hartree
causal response at t = +100 a.u.: 0.035345 hartree
best Lorentzian: gamma = 0.9254 s, AL = 1.0887 A
smallest possible rms error = 16.70 %
reflectance at 0.22 hartree = 5.987 eV:
  Dawson eps1: 59.7 %
  equal peak Lorentzian eps1: 48.8 %
  equal strength Lorentzian eps1: 24.5 %
finished without a failed check
```
